\section*{Charge-extrapolation correction for electrochemical supercells: derivation, infinite-cell limit and failures, part 2}

In a periodic cell with a fixed number of electrons, a charge-transfer step moves the work function from $\Phi_1$ to $\Phi_2$, so the raw $\Delta E=E_2-E_1$ depends on cell size. With $\Delta\Phi=\Phi_2-\Phi_1$, the Chan--N{\o}rskov correction estimates $\Delta E_\infty(\Phi)$, the energy of one event in an infinite cell of work function $\Phi$:
\begin{equation}
\Delta E_\infty(\Phi_1)=\Delta E+\tfrac12\,\Delta q\,\Delta\Phi,\qquad
\Delta E_\infty(\Phi_2)=\Delta E-\tfrac12\,\Delta q\,\Delta\Phi .
\label{cn}
\end{equation}
Algebra is in Hartree atomic units, $e=1$; $A=L^2$ is the cell area; $q$ counts excess electrons on the metal.

Adding $n$ electrons in state $s$ gives $dE_s/dn=-\Phi_s(n)$, with $\Phi_s(n)=\Phi_s-n/C_s$ for constant capacitance. If one of $N$ charge-sharing cells reacts,
\begin{equation}
\Delta E_N=\Delta E-\tfrac12C_{\rm ser}\Delta\Phi^2 .
\label{N}
\end{equation}
with $1/C_{\rm ser}=1/C_2+1/[(N-1)C_1]$. As $N\to\infty$,
\begin{equation}
\Delta E_\infty(\Phi_1)=\min_n\left[E_2(n)+\Phi_1n\right]-E_1=\Delta E-\tfrac12C_2\Delta\Phi^2,\qquad n^*=C_2\Delta\Phi .
\label{limit}
\end{equation}
For $C_1=C_2=C$, with $\Delta\Phi_N=\Delta\Phi/N$,
\begin{equation}
\Delta q=-C\,\Delta\Phi .
\label{dq}
\end{equation}
\begin{equation}
\Delta E_\infty(\Phi)=\Delta E+\Delta q\left[\tfrac12(\Phi_1+\Phi_2)-\Phi\right].
\label{any}
\end{equation}
\begin{equation}
\Delta E_N=\Delta E_\infty(\Phi_1)-\tfrac12\Delta q\,\Delta\Phi_N .
\label{line}
\end{equation}

In the model, metal fills $z\le0$ and dielectric $\epsilon$ fills $0<z<d$. A conducting outer plane at $z=d$ carries mobile charge $q_p$ per cell. The ion has charge $Q$, height $z$ and lateral Gaussian width $w$. $\Phi_0$ is the work function at zero potential drop, $C=\epsilon A/4\pi d$, $q=C(\Phi_0-\Phi)=q_p+Qz/d$. The electrostatic energy is $E=E_0+(Q^2/2A)\sum_{\mathbf G\neq0}e^{-G^2w^2}g(G)=q^2/2C+U+W_L$. Here $E_0=(2\pi/\epsilon A)[(q_p+Q)^2z+q_p^2(d-z)]$ is the planar-average energy, $g(G)$ the response at the ion to a unit sheet of reciprocal vector $\mathbf G$, $U$ the isolated-ion energy and $W_L$ the interaction with copies at $\mathbf R\neq0$. With chemical term $\Delta E^{\rm chem}$,
\begin{align}
\Delta E_\infty(\Phi)&=\Delta E^{\rm chem}+\Delta U+Q(\Phi_0-\Phi)\Delta z/d,\label{inf}\\
\Delta E+\tfrac12\Delta q\,\Delta\Phi&=\Delta E_\infty(\Phi_1)+\Delta W_L .\label{res}
\end{align}
With $v(h)=\int_0^\infty e^{-G^2w^2-Gh}dG$, the image series is
\begin{equation}
U=\frac{Q^2}{2\epsilon}\Big\{v(0)-v(2z)+\sum_{k\ge1}\left[2v(2kd)-v(2kd-2z)-v(2kd+2z)\right]\Big\}.
\end{equation}
Up to order $e^{-L^2/4w^2}$, with $k_m=m\pi/d$,
\begin{equation}
W_L=\frac{Q^2}{2}\sum_{\mathbf R\neq0}\frac{4}{\epsilon d}\sum_{k_m<L/2w^2}\sin^2(k_mz)\,e^{k_m^2w^2}K_0(k_mR).
\label{K0}
\end{equation}

\section{Worked example}

The parameters are round model values: $\epsilon=4$, $d=4$ \AA, $w=0.5$ \AA, $Q=1$, $\Phi_0=5.0$ eV, $\Phi_1=4.4$ eV, $L=8$ \AA, $z_1=3$ \AA. The ion moves to $z_2=1.5$ \AA{} (TS, a transition state with chemical term 0.8 eV) or to $z_2=0$ (FS, discharged, 2.5 eV). In eV and \AA{} every charge$^2$/length carries $k_e=14.39965$ eV\,\AA. Five decimals are kept where the arithmetic needs them; they describe the model and not a real interface. The planar-average fields are 0.3--0.4 V/\AA{} at $L=8$ \AA{} and up to 0.8 V/\AA{} at 6 \AA, where $\Phi_2$ for FS reaches 6.5 and 8.2 eV; a constant $\epsilon$ and $C$ over such a range is a property of the model and is not to be assumed for a real solvent. The values are taken from the numerical output that follows or obtained from it by simple arithmetic.

The capacitance is $C=4\times64/(4\pi\times14.39965\times4)=0.35369$ $e^2$/eV. Starting at $\Phi_1$ requires $q_p=0.35369\times0.6-3/4=-0.53779$: one ion per cell lowers $\Phi$ by more than 0.6 eV, so the outer plane is negative.

For TS, $\Delta q=(1.5-3)/4=-0.375$, $\Delta\Phi=0.375/0.35369=1.0603$ eV and the correction is $\tfrac12(-0.375)(1.06026)=-0.19880$ eV. The Fourier-sum energies and the chemical term together give a raw $\Delta E$ of 0.97205 eV, so the corrected barrier at $\Phi_1$ is $0.97205-0.19880=0.77325$ eV. The image series in \eqref{inf} gives $0.8+2.53666-2.34130-0.22500=0.77036$ eV (0.02831 hartree). The difference, 0.00289 eV, is the value of $\Delta W_L$ from \eqref{K0}. At $\Phi_2=5.46$ eV the corrected and infinite-cell values are 1.17085 and 1.16796 eV, with the same difference.

For FS, $\Delta q=-0.75$, $\Delta\Phi=2.1205$ eV and the correction is $\tfrac12(-0.75)(2.12052)=-0.79520$ eV. The corrected energy is $0.49979-0.79520=-0.29541$ eV, against $2.5+0-2.34130-0.45000=-0.29130$ eV ($-0.01071$ hartree), a residual of $-0.00411$ eV. Since $W_L(0)=0$, this is $-W_L(z_1)$. If instead one ion is discharged among many 8 \AA{} cells that keep their ions, it loses its full interaction $2W_L(z_1)$ with them, and the limit is $-0.2913-0.0082=-0.2995$ eV. The signs of the two residuals follow the $m=1$ factor $\sin^2(\pi z/d)$, which rises as the ion nears the mid-plane (TS) and vanishes on the metal (FS).

\begin{center}
\begin{tabular}{ccccc}
$L$ (\AA) & TS raw & TS corrected & FS raw & FS corrected\\
6 & 1.1406 & 0.7871 & 1.0979 & $-0.3158$\\
12 & 0.8588 & 0.7705 & 0.0620 & $-0.2914$\\
16 & 0.8201 & 0.7704 & $-0.0925$ & $-0.2913$\\
32 & 0.7828 & 0.7704 & $-0.2416$ & $-0.2913$
\end{tabular}
\end{center}
Energies are in eV. The corrected 8 \AA{} cell is closer to the infinite-cell value (0.003 and 0.004 eV) than the raw 32 \AA{} cell (0.012 and 0.050 eV). A straight-line fit of raw energy against $\Delta\Phi$ for $L=16,24,32$ \AA{} has intercepts 0.77036 and $-0.29129$ eV and slopes 0.18752 and 0.37499, against $-\Delta q/2=0.1875$ and 0.375 from \eqref{line}.

The numerical tests of these statements were as follows. A finite-difference solution of Poisson's equation along $z$ reproduces $C$, $\Phi$ and $n^*=-\Delta q$, and the cell energies within $7.9\times10^{-5}$ eV. Equation \eqref{res} with \eqref{K0}, summed to $m=8$, holds within $10^{-8}$ eV at $L=6,8,12$ \AA, and \eqref{any} holds up to the same $\Delta W_L$ at $\Phi_2$ and at the mean work function for $L=8$ \AA. The fitted intercepts match the image series within $5\times10^{-5}$ eV.

\section{Where the formula fails}

\subsection*{Partitioned charge}
If $\Delta q$ is replaced by a charge $\Delta q_{\rm part}$ counted in a region assigned to the metal, the result shifts by $\tfrac12(\Delta q_{\rm part}-\Delta q)\Delta\Phi$ relative to the value corrected with \eqref{dq}. In the model, with the boundary at the metal surface, $\Delta q_{\rm part}=0$ for TS and $-1$ for FS. The shifts are $\tfrac12(0.375)(1.06026)=+0.199$ eV, which is the whole correction missed, and $\tfrac12(-0.25)(2.12052)=-0.265$ eV, an overcorrection by one third of the true correction.

\subsection*{Unequal capacitances}
Equation \eqref{limit} involves $C_2$. At $\Phi=\Phi_2$ it is state 1 that relaxes, and $\Delta E_\infty(\Phi_2)=\Delta E+\tfrac12C_1\Delta\Phi^2$. No single $\Delta q$ then serves both of \eqref{cn}. With the FS work functions and $C_2=1.3\,C_1$, the correction at $\Phi_1$ is $-1.034$ eV in place of $-0.795$ eV. A free numerical minimisation over the charges of $N=5$ cells tests \eqref{N}: it gives $-0.63616$ eV, which is $\tfrac45$ of $-0.79520$ eV, for equal capacitances and $-0.78019$ eV for the ratio 1.3.

\subsection*{Potential-dependent capacitance}
For a general charging curve, the correction at $\Phi_1$ is $E_2(n^*)+\Phi_1n^*-E_2=\int_0^{n^*}[\Phi_1-\Phi_2(n)]\,dn$ with $\Phi_2(n^*)=\Phi_1$; the curvature of the reservoir cells drops out as $1/N$. The integrand runs from $-\Delta\Phi$ to 0, so $-\tfrac12n^*\Delta\Phi$ is the trapezoid rule. Take $\Phi_2(n)=\Phi_2-n/C-\gamma n^2/2$. The integral is $-\Delta\Phi\,n^*+n^{*2}/2C+\gamma n^{*3}/6$. The condition $\Delta\Phi=n^*/C+\gamma n^{*2}/2$, multiplied by $n^*/2$, gives $n^{*2}/2C=\tfrac12\Delta\Phi\,n^*-\gamma n^{*3}/4$, so
\begin{equation}
\Delta E_\infty(\Phi_1)-\Delta E=-\tfrac12n^*\Delta\Phi-\gamma n^{*3}/12 .
\end{equation}
For $\gamma=1$ eV$/e^3$ and the FS values, numerical minimisation gives $n^*=0.6705$ and $-0.7360$ eV, against $-0.7109-0.0251$ eV. Using the capacitance at $n=0$ in \eqref{dq} would give $-0.795$ eV, off by $-0.059$ eV.

\subsection*{Frozen countercharge}
Let the outer plane be a rigid uniform sheet, with $\epsilon$ filling all $z>0$. The planar average, $C$, $\Delta\Phi$ and $\Delta q$ are unchanged. The sheet does not respond at $\mathbf G\neq0$, so $g$ takes its $d\to\infty$ form $2\pi(1-e^{-2Gz})/\epsilon G$, with $g(0)=4\pi z/\epsilon$ and $U=(Q^2/2\epsilon)[v(0)-v(2z)]$. Adding and subtracting $\mathbf G=0$ now leaves $(2\pi/\epsilon A)(q_p^2d+2q_pQz)$, with no $Q^2$ term. With $4\pi/\epsilon A=1/Cd$ and $q_p=C(\Phi_0-\Phi_1)-Qz_1/d$,
\begin{equation}
\Delta E=\Delta E^{\rm chem}+\Delta U+Q(\Phi_0-\Phi_1)\frac{\Delta z}{d}-\frac{Q^2z_1\Delta z}{Cd^2}+\Delta W_L .
\end{equation}
The first three terms are $\Delta E_\infty(\Phi_1)$ of this model. The fourth arises because $\Phi_1$ includes the planar average of the ion's own field, through which the ion does not move. The correction adds $-\Delta q^2/2C=-Q^2\Delta z^2/2Cd^2$, and $2z_1\Delta z+\Delta z^2=\Delta(z^2)$. The copies are screened by the metal alone: for $L\gg w,z$, $W_L=(Q^2/2\epsilon)\sum_{\mathbf R\ne0}[R^{-1}-(R^2+4z^2)^{-1/2}]$, whose bracket is $2z^2/R^3+O(R^{-5})$; the width changes this at order $w^2z^2R^{-5}$, since it acts as $e^{w^2\nabla^2}$ and $\nabla^2R^{-3}=9R^{-5}$. The residual after correction is
\begin{equation}
-\frac{2\pi Q^2\Delta(z^2)}{\epsilon Ad}+\frac{SQ^2\Delta(z^2)}{\epsilon L^3}+O(L^{-5}),
\label{frozen}
\end{equation}
with the square-lattice sum $S=\sum'(n_1^2+n_2^2)^{-3/2}=9.0336$. A $1/A$ error survives. For a cell enlarged around its single ion at fixed $\Phi_1$ and a downward move, the correction removes the fraction $|\Delta z|/2z_1$ of the raw $1/A$ term: one quarter for TS and one half for FS. At $L=96$ \AA{} the error relative to this model's infinite cell falls from 0.00527 to 0.00389 eV (TS) and from 0.01071 to 0.00519 eV (FS). At $L=48$ and 96 \AA{} the remainder beyond the two terms of \eqref{frozen} was tested to be below 2\% of the $L^{-3}$ term, and it falls by a factor 31.8 between them, near the $2^5$ of an $L^{-5}$ law. At $L=8$ \AA{} the two terms are not enough: for TS they give $0.5964-0.4287=0.1677$ eV, while the residual is 0.255 eV (0.316 eV for FS).

Extrapolation over cell size still converges in the frozen case, but slope and limit depend on how the cell is enlarged. For a cell enlarged around its single ion, with $q_p$ adjusted to keep $\Phi_1$, $\Delta\Phi=-Q\Delta z/Cd$ gives a limiting slope $Qz_1/d$ and not $-\Delta q/2$, and the limits are 0.300 eV for TS and $-0.844$ eV for FS, different from the mobile case because $U$ lacks the images in the outer plane. If instead one ion moves among $N$ cells that keep their ions, the potential of the initial state does not depend on $N$, and the displaced charge interacts with its copies through the metal alone, as $L^{-3}$. The raw energy then has no $1/A$ term, the slope tends to zero, and the correction itself introduces the error $-\Delta q^2/2NC$; for 8 \AA{} cells the limits are 0.646 and $-0.212$ eV. If the capacitance is constant and the same in both states and all cells start at the same $\Phi_1$, a fitted slope that stays away from $C\Delta\Phi/2$ when the smallest cells are dropped from the fit, with $C$ obtained independently, therefore shows that the one-cell formula \eqref{cn} leaves a $1/A$ error. A small departure that vanishes as the cells grow does not show this: with the mobile plane it comes from $\Delta W_L$ alone.

\section*{Computed values}
\begin{verbatim}
ke = 14.39965 eV*A; eps = 4.0; d = 4.0 A; w = 0.5 A; Q = 1.0 e
Phi0 = 5.0 eV; Phi1 = 4.4 eV; L = 8.0 A; z1 = 3.0 A
C = 0.35369 e^2/eV; plane charge qp = -0.53779 e
largest Fourier vs finite-difference energy gap = 7.9e-05 eV
image energy at z1 = 2.34130 eV
--- TS: z2 = 1.5 A; chemical term = 0.8 eV
image energy at z2 = 2.53666 eV; field term = -0.22500 eV
raw dE = 0.97205 eV; dPhi = 1.06026 eV; Phi2 = 5.46026 eV
dq = -0.37500 e; electrons drawn n* = 0.37500
correction dq*dPhi/2 = -0.19880 eV = -0.007306 hartree
corrected at Phi1 = 0.77325 eV; infinite = 0.77036 eV = 0.028310 hartree
corrected at Phi2 = 1.17085 eV; infinite = 1.16796 eV
screened residual (K0 sum) = 0.00289 eV
L = 6 A: dE = 1.14056 eV, dPhi = 1.88491 eV, corrected = 0.78714 eV
L = 12 A: dE = 0.85882 eV, dPhi = 0.47123 eV, corrected = 0.77046 eV
L = 16 A: dE = 0.82007 eV, dPhi = 0.26507 eV, corrected = 0.77037 eV
L = 24 A: dE = 0.79245 eV, dPhi = 0.11781 eV, corrected = 0.77036 eV
L = 32 A: dE = 0.78279 eV, dPhi = 0.06627 eV, corrected = 0.77036 eV
fit L=16,24,32 A: intercept = 0.77036 eV; slope = 0.18752 e
partitioned dq = 0.0 e gives error = 0.19880 eV
--- FS: z2 = 0.0 A; chemical term = 2.5 eV
image energy at z2 = 0.00000 eV; field term = -0.45000 eV
raw dE = 0.49979 eV; dPhi = 2.12052 eV; Phi2 = 6.52052 eV
dq = -0.75000 e; electrons drawn n* = 0.75000
correction dq*dPhi/2 = -0.79520 eV = -0.029223 hartree
corrected at Phi1 = -0.29541 eV; infinite = -0.29130 eV = -0.010705 hartree
corrected at Phi2 = 1.29498 eV; infinite = 1.29910 eV
screened residual (K0 sum) = -0.00411 eV
L = 6 A: dE = 1.09790 eV, dPhi = 3.76982 eV, corrected = -0.31579 eV
L = 12 A: dE = 0.06199 eV, dPhi = 0.94245 eV, corrected = -0.29144 eV
L = 16 A: dE = -0.09250 eV, dPhi = 0.53013 eV, corrected = -0.29130 eV
L = 24 A: dE = -0.20294 eV, dPhi = 0.23561 eV, corrected = -0.29130 eV
L = 32 A: dE = -0.24160 eV, dPhi = 0.13253 eV, corrected = -0.29130 eV
fit L=16,24,32 A: intercept = -0.29129 eV; slope = 0.37499 e
partitioned dq = -1.0 e gives error = -0.26507 eV
--- parallel cells, FS step, N = 5
C2/C1 = 1.0: energy gain N=5 = -0.63616 eV; limit -C2*dPhi^2/2 = -0.79520 eV
C2/C1 = 1.3: energy gain N=5 = -0.78019 eV; limit -C2*dPhi^2/2 = -1.03375 eV
nonlinear gamma = 1.0 eV/e^3: n* = 0.67050; true correction = -0.73602 eV
trapezoid = -0.71090 eV; -gamma*n*^3/12 = -0.02512 eV
--- frozen plane; square-lattice sum S = 9.03362
TS: infinite at Phi1 = 0.29991 eV
L = 8 A: raw error 0.45353, residual 0.25473, 1/A term 0.59640, 1/L^3 term -0.42873 eV
L = 48 A: raw error 0.02012, residual 0.01460, 1/A term 0.01657, 1/L^3 term -0.00198 eV
L = 96 A: raw error 0.00527, residual 0.00389, 1/A term 0.00414, 1/L^3 term -0.00025 eV
remainder ratio L=48/L=96 = 31.76
FS: infinite at Phi1 = -0.84435 eV
L = 8 A: raw error 1.11122, residual 0.31602, 1/A term 0.79520, 1/L^3 term -0.57164 eV
L = 48 A: raw error 0.04155, residual 0.01946, 1/A term 0.02209, 1/L^3 term -0.00265 eV
L = 96 A: raw error 0.01071, residual 0.00519, 1/A term 0.00552, 1/L^3 term -0.00033 eV
remainder ratio L=48/L=96 = 31.77
\end{verbatim}
